# Bulk Modulus of Free Electrons from a Scaled-Coordinate Strain Perturbation: a program that tests the result

```python
"""Free-electron gas under strain, treated in scaled coordinates.

Result under test: at fixed electron number the Fermi level shifts by
-(2/3) eF tr(strain) at first order, and the bulk modulus is (2/3) n eF.

Symbols: n = electron density, eF = Fermi energy, kF = Fermi wavenumber,
eta = isotropic linear strain, P = pressure, B = bulk modulus.
Positions transform as r = (1 + strain) s; k labels waves in the s frame.
Dimensionless part: energies in eF, wavenumbers in kF, one electron in total.
"""
import numpy as np
from scipy import constants as const

identity = np.eye(3)
isotropic = np.eye(3)
uniaxial = np.diag([0.0, 0.0, 1.0])
general = np.array([[0.7, 0.2, -0.3], [0.2, -0.4, 0.5], [-0.3, 0.5, 0.9]])
shear = np.array([[0.0, 1.0, 0.0], [1.0, 0.0, 0.0], [0.0, 0.0, 0.0]])


def first_derivative(func, step=1e-3):
    return (func(step) - func(-step)) / (2 * step)


def second_derivative(func, step=1e-3):
    return (func(step) - 2 * func(0.0) + func(-step)) / step**2


# --- Levels from the reciprocal lattice of a strained oblique cell ---
cell = np.array([[1.0, 0.2, 0.1], [0.0, 1.3, 0.3], [0.2, 0.0, 0.9]])  # columns
integers = np.array([2, -1, 3])


def wavevector(lattice):
    return 2 * np.pi * np.linalg.inv(lattice).T @ integers


def level(lam):
    k_strained = wavevector((identity + lam * general) @ cell)
    return k_strained @ k_strained


k0 = wavevector(cell)
assert np.isclose(first_derivative(level, 1e-4), -2 * k0 @ general @ k0,
                  rtol=1e-5)
assert np.isclose(second_derivative(level, 1e-3),
                  6 * k0 @ general @ general @ k0, rtol=1e-4)

# --- Zero-temperature gas by quadrature over directions of k ---
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
ct, ph = np.meshgrid(cos_nodes, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1)
weights = np.repeat(cos_weights[:, None], 48, axis=1) / (2 * 48)


def average(values):
    return np.sum(weights * values)


def band_factor(strain):
    """Energy of a unit wavevector in each direction, in the strained cell."""
    k_strained = directions @ np.linalg.inv(identity + strain)
    return np.sum(k_strained**2, axis=-1)


def number_and_energy(strain, mu):
    factor = band_factor(strain)
    radius = np.sqrt(mu / factor)
    return average(radius**3), average(3 * factor * radius**5 / 5)


def fermi_level(strain):
    """Level that holds one electron; the number grows as mu**1.5."""
    return number_and_energy(strain, 1.0)[0] ** (-2 / 3)


def energy(strain):
    number, total = number_and_energy(strain, fermi_level(strain))
    assert abs(number - 1) < 1e-12
    return total


def frozen_energy(strain):
    """Energy when the unstrained Fermi sphere stays occupied."""
    return average(3 * band_factor(strain) / 5)


def grand_potential(strain):
    number, total = number_and_energy(strain, 1.0)
    return total - number


# Fermi-level shift for four kinds of strain
shift = {}
for name, tensor in [("isotropic", isotropic), ("uniaxial", uniaxial),
                     ("general", general), ("shear", shear)]:
    shift[name] = first_derivative(lambda x: fermi_level(x * tensor))
    assert abs(shift[name] + 2 / 3 * np.trace(tensor)) < 1e-4

# Density of states at the Fermi level
dos = first_derivative(lambda x: number_and_energy(0 * identity, 1 + x)[0])
assert abs(dos - 1.5) < 1e-5

# Second-order energy: direct differentiation against the metallic formula
curvature, frozen, redistribution = {}, {}, {}
for name, tensor in [("isotropic", isotropic), ("uniaxial", uniaxial),
                     ("general", general)]:
    curvature[name] = second_derivative(lambda x: energy(x * tensor))
    frozen[name] = second_derivative(lambda x: frozen_energy(x * tensor))
    slope = -2 * np.einsum("abi,ij,abj->ab", directions, tensor, directions)
    redistribution[name] = -1.5 * (average(slope**2) - average(slope)**2)
    assert abs(frozen[name] - 1.2 * np.trace(tensor @ tensor)) < 1e-4
    assert abs(curvature[name] - 1.2 * np.trace(tensor @ tensor)
               - redistribution[name]) < 1e-4
energy_slope = first_derivative(lambda x: energy(x * isotropic))
assert abs(energy_slope + 6 / 5) < 1e-4
assert abs(curvature["isotropic"] - 18 / 5) < 1e-4
assert abs(redistribution["uniaxial"] + 8 / 15) < 1e-10

# Bulk modulus from the energy as a function of volume
bulk_ratio = second_derivative(
    lambda x: energy(((1 + x) ** (1 / 3) - 1) * isotropic))
assert abs(bulk_ratio - 2 / 3) < 1e-5
assert abs(curvature["uniaxial"] - 2 / 3) < 1e-5
bulk_from_eta = (curvature["isotropic"] - 2 * energy_slope) / 9
assert abs(bulk_from_eta - bulk_ratio) < 1e-4

# Fixed chemical potential (shift omitted): the modulus must vanish
omega_slope = first_derivative(lambda x: grand_potential(x * isotropic))
omega_curv = second_derivative(lambda x: grand_potential(x * isotropic))
fixed_mu_iso = (omega_curv - 2 * omega_slope) / 9
fixed_mu_uni = second_derivative(lambda x: grand_potential(x * uniaxial))
assert abs(fixed_mu_iso) < 1e-4 and abs(fixed_mu_uni) < 1e-4

# Change of the occupied region in the scaled frame


def fermi_radius(strain, axis):
    k_strained = np.linalg.inv(identity + strain) @ axis
    return np.sqrt(fermi_level(strain) / (k_strained @ k_strained))


along = first_derivative(lambda x: fermi_radius(x * uniaxial, identity[2]))
across = first_derivative(lambda x: fermi_radius(x * uniaxial, identity[0]))
iso_change = first_derivative(lambda x: fermi_radius(x * isotropic,
                                                     identity[0]))
assert abs(along - 2 / 3) < 1e-5 and abs(across + 1 / 3) < 1e-5
assert abs(iso_change) < 1e-9

# --- Finite box: fill the lowest discrete levels, one spin direction ---
m = np.arange(-50, 51, dtype=float)
mx2 = (m**2)[:, None, None]
my2_mz2 = (m**2)[None, :, None] + (m**2)[None, None, :]
occupied = (mx2 + my2_mz2) < 1600.5
count = int(occupied.sum())
box_fermi = (3 * count / (4 * np.pi)) ** (2 / 3)


def box_levels(strain):
    return mx2 / (1 + strain)**2 + my2_mz2


def refilled(strain):
    levels = box_levels(strain).ravel()
    return np.partition(levels, count - 1)[:count].sum() / (count * box_fermi)


def kept(strain):
    return box_levels(strain)[occupied].sum() / (count * box_fermi)


box_step = 0.1
box_mean = refilled(0.0)
box_refilled = second_derivative(refilled, box_step)
box_kept = second_derivative(kept, box_step)
assert abs(box_mean - 0.6) < 1e-3
# finite strain step and shell structure limit these to a few per cent
assert abs(box_refilled / (2 / 3) - 1) < 0.03
assert abs(box_kept / (6 / 5) - 1) < 0.03

# --- Worked example in physical units ---
density = 5.0e28
eta = 0.01


def fermi_energy(n):
    return const.hbar**2 * (3 * np.pi**2 * n) ** (2 / 3) / (2 * const.m_e)


kF = (3 * np.pi**2 * density) ** (1 / 3)
eF = fermi_energy(density)
pressure = 2 / 5 * density * eF
bulk = 2 / 3 * density * eF


def energy_density(x):
    """Energy per initial volume when the volume is multiplied by 1 + x."""
    return 3 / 5 * density * fermi_energy(density / (1 + x))


assert np.isclose(-first_derivative(energy_density), pressure, rtol=1e-5)
assert np.isclose(second_derivative(energy_density), bulk, rtol=1e-5)
first_shift = -2 * eta * eF
full_shift = fermi_energy(density / (1 + eta)**3) - eF
assert abs(full_shift - first_shift) < 4 * eta**2 * eF

eV, GPa = const.e, 1e9
print(f"density n = {density:.2e} m^-3")
print(f"linear strain eta = {eta:.2f}")
print(f"Fermi wavenumber kF = {kF:.4e} m^-1")
print(f"Fermi energy eF = {eF / eV:.4f} eV")
print(f"mean energy per electron = {0.6 * eF / eV:.4f} eV")
print(f"first-order Fermi shift = {first_shift / eV:.5f} eV")
print(f"full Fermi shift = {full_shift / eV:.5f} eV")
print(f"pressure P = {pressure / GPa:.3f} GPa")
print(f"bulk modulus B = {bulk / GPa:.3f} GPa")
wrong = 18 / 5 * density * eF / 9
print(f"B without pressure term (wrong) = {wrong / GPa:.3f} GPa")
print("Fermi-level derivative, in eF:")
for name in ("isotropic", "uniaxial", "shear"):
    print(f"  {name} strain: {shift[name] + 0.0:.5f}")
print(f"density of states at eF = {dos:.5f} N/eF")
print(f"isotropic dE/deta = {energy_slope:.5f} N eF")
print("second derivatives of energy, in N eF:")
for name in ("isotropic", "uniaxial"):
    print(f"  {name}, frozen occupations: {frozen[name]:.5f}")
    print(f"  {name}, redistribution: {abs(redistribution[name]):.5f}"
          " (to subtract)")
    print(f"  {name}, total: {curvature[name]:.5f}")
print(f"B from E(V) = {bulk_ratio:.5f} n eF")
print(f"|B| at fixed mu, isotropic = {abs(fixed_mu_iso):.4f} n eF")
print(f"|B| at fixed mu, uniaxial = {abs(fixed_mu_uni):.4f} n eF")
print(f"scaled Fermi radius change along axis = {along:.5f} per strain")
print(f"scaled Fermi radius change across axis = {across:.5f} per strain")
print(f"finite box: occupied levels per spin = {count}")
print(f"finite box: strain step = {box_step:.2f}")
print(f"finite box: mean energy = {box_mean:.5f} eF")
print(f"finite box: uniaxial, refilled = {box_refilled:.4f} N eF")
print(f"finite box: uniaxial, frozen = {box_kept:.4f} N eF")
print("tests ok")
```

Running it gives:

```
density n = 5.00e+28 m^-3
linear strain eta = 0.01
Fermi wavenumber kF = 1.1397e+10 m^-1
Fermi energy eF = 4.9490 eV
mean energy per electron = 2.9694 eV
first-order Fermi shift = -0.09898 eV
full Fermi shift = -0.09751 eV
pressure P = 15.858 GPa
bulk modulus B = 26.431 GPa
B without pressure term (wrong) = 15.858 GPa
Fermi-level derivative, in eF:
  isotropic strain: -2.00000
  uniaxial strain: -0.66667
  shear strain: 0.00000
density of states at eF = 1.50000 N/eF
isotropic dE/deta = -1.20000 N eF
second derivatives of energy, in N eF:
  isotropic, frozen occupations: 3.60001
  isotropic, redistribution: 0.00000 (to subtract)
  isotropic, total: 3.60001
  uniaxial, frozen occupations: 1.20000
  uniaxial, redistribution: 0.53333 (to subtract)
  uniaxial, total: 0.66667
B from E(V) = 0.66667 n eF
|B| at fixed mu, isotropic = 0.0000 n eF
|B| at fixed mu, uniaxial = 0.0000 n eF
scaled Fermi radius change along axis = 0.66667 per strain
scaled Fermi radius change across axis = -0.33333 per strain
finite box: occupied levels per spin = 267761
finite box: strain step = 0.10
finite box: mean energy = 0.60000 eF
finite box: uniaxial, refilled = 0.6720 N eF
finite box: uniaxial, frozen = 1.2203 N eF
tests ok
```
